# Why Gaussian Rigidity Acts at a Free Edge, Not in Bulk: a program that tests the result

```python
"""
Result under test: in a thin sheet with bending energy density
    (kappa/2)(w_xx+w_yy)^2 + kappa_G (w_xx w_yy - w_xy^2)
a uniform kappa_G leaves the bulk law omega = sqrt(kappa/rho) q^2 unchanged,
but enters the moment and force conditions at a free edge, and so sets the
edge wave and the torsion and bending of a free ribbon.
Symbols: w height, kappa bending rigidity, kappa_G Gaussian rigidity,
rho areal mass density, k wavenumber along the edge, g = -kappa_G/kappa,
s = omega/(k^2 sqrt(kappa/rho)), W ribbon width, Y two-dimensional modulus,
t = edge tension/(kappa k). Numerical modes use lengths in units of 1/k.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Legendre
from numpy.polynomial import laguerre as lag
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.linalg import eigh
from scipy.optimize import brentq
from sympy.calculus.euler import euler_equations

# ---------- interior equation from the energy, kappa_G allowed to vary ----------
x, y, kap = sp.symbols("x y kappa")
w = sp.Function("w")(x, y)
kG = sp.Function("kG")(x, y)
lap = w.diff(x, 2) + w.diff(y, 2)
density = kap * lap**2 / 2 + kG * (w.diff(x, 2) * w.diff(y, 2) - w.diff(x, y)**2)
interior = euler_equations(density, [w], [x, y])[0].lhs
expected = (kap * (lap.diff(x, 2) + lap.diff(y, 2))
            + kG.diff(x, 2) * w.diff(y, 2) + kG.diff(y, 2) * w.diff(x, 2)
            - 2 * kG.diff(x, y) * w.diff(x, y))
assert sp.expand((interior - expected).doit()) == 0

# ---------- Gaussian term of a random periodic sheet ----------
rng = np.random.default_rng(4)
n_grid = 48
axis = 2 * np.pi * np.arange(n_grid) / n_grid
X, Y_grid = np.meshgrid(axis, axis, indexing="ij")
hxx, hyy, hxy = (np.zeros_like(X) for _ in range(3))
for m in range(-4, 5):
    for n in range(-4, 5):
        wave = rng.normal() * np.cos(m * X + n * Y_grid + rng.uniform(0, 2 * np.pi))
        hxx -= m * m * wave
        hyy -= n * n * wave
        hxy -= m * n * wave
gauss = hxx * hyy - hxy**2
gauss_mean_ratio = abs(gauss.mean()) / np.sqrt(np.mean(gauss**2))
assert gauss_mean_ratio < 1e-12


# ---------- modes straight from the energy, no free-edge condition imposed ----------
def stiffness(f0, f1, f2, weights, g):
    """Quadratic form of the energy for w = f(y) exp(ix), in units of kappa."""
    mean_curv = f2 - f0
    return ((mean_curv * weights) @ mean_curv.T
            + g * ((f0 * weights) @ f2.T + (f2 * weights) @ f0.T
                   + 2 * (f1 * weights) @ f1.T))


N_LAG, SCALE = 50, 0.6
Z, WZ = lag.laggauss(64)


def laguerre_derivatives(z):
    """Polynomial factors of exp(-z/2) L_n(z) and its first three y-derivatives."""
    p = [lag.lagval(z, lag.lagder(np.eye(N_LAG), m)) for m in range(4)]
    return (p[0], SCALE * (p[1] - p[0] / 2),
            SCALE**2 * (p[2] - p[1] + p[0] / 4),
            SCALE**3 * (p[3] - 1.5 * p[2] + 0.75 * p[1] - p[0] / 8))


def half_sheet(g, t=0.0):
    """Lowest s^2 and edge values f, f', f'', f''' for the half-sheet y > 0."""
    f0, f1, f2, _ = laguerre_derivatives(Z)
    weights = WZ / SCALE
    edge = [d[:, 0] for d in laguerre_derivatives(np.array([0.0]))]
    K = stiffness(f0, f1, f2, weights, g) + t * np.outer(edge[0], edge[0])
    M = (f0 * weights) @ f0.T
    val, vec = eigh((K + K.T) / 2, (M + M.T) / 2)
    return val[0], [d @ vec[:, 0] for d in edge]


def ribbon(kW, g, support=0):
    """Two lowest s; support = 0 free, 1 simply supported, 2 clamped edges."""
    half = kW / 2
    u, wu = np.polynomial.legendre.leggauss(40)
    basis = [Legendre([2 / 3, 0, -2 / 3])**support * Legendre.basis(n)
             for n in range(10)]
    f0 = np.array([b(u) for b in basis])
    f1 = np.array([b.deriv(1)(u) for b in basis]) / half
    f2 = np.array([b.deriv(2)(u) for b in basis]) / half**2
    K = stiffness(f0, f1, f2, wu, g)
    M = (f0 * wu) @ f0.T
    return np.sqrt(eigh((K + K.T) / 2, (M + M.T) / 2, eigvals_only=True)[:2])


def edge_s2(g):
    return g * (2 - 3 * g + 2 * np.sqrt(1 - 2 * g + 2 * g * g))


# edge wave: closed formula against energy minimization
for g in (0.2, 0.5, 0.7, 1.5):
    s2_num, _ = half_sheet(g)
    assert abs(s2_num - edge_s2(g)) < 1e-5, (g, s2_num, edge_s2(g))
assert half_sheet(1.0)[0] > 1 - 1e-9          # no localized wave at g = 1

# free-edge moment and force conditions emerge from the minimized energy
edge_residuals = []
for g in (0.2, 0.5):
    _, (e0, e1, e2, e3) = half_sheet(g)
    moment = (e2 - e0) + g * e0
    force = (e3 - e1) - g * e1
    edge_residuals += [abs(moment / e0), abs(force / e0)]
assert max(edge_residuals) < 1e-4, edge_residuals

# positive kappa_G: stable bulk, unstable free edge
s2_unstable, _ = half_sheet(-0.2)
assert s2_unstable < 0 and abs(s2_unstable - edge_s2(-0.2)) < 1e-5

# narrow-ribbon laws
for g in (0.5, 1.5):
    s_bend, s_twist = ribbon(0.1, g)
    assert abs(s_bend / np.sqrt(g * (2 - g)) - 1) < 3e-3
    assert abs(s_twist / (np.sqrt(24 * g) / 0.1) - 1) < 3e-3


# edge tension: characteristic equation against energy minimization
def edge_equation(s, g, t):
    return (np.sqrt(1 - s) * (g + s)**2 - np.sqrt(1 + s) * (g - s)**2 + 2 * s * t)


# thermal stiffening integral over sheet waves, Q = c + sin(theta) tan(phi)
def thermal_integrand(phi, th):
    c, sn = np.cos(th), np.sin(th)
    return sn * (c * np.cos(phi)**2 + sn * np.sin(phi) * np.cos(phi))


thermal_integral = 2 * dblquad(thermal_integrand, 0, np.pi,
                               lambda th: th - np.pi / 2,
                               lambda th: np.pi / 2)[0] / (4 * np.pi**2)
assert abs(thermal_integral - 3 / (16 * np.pi)) < 1e-8

# ---------- worked example ----------
eV, nm = const.e, 1e-9
kappa_eV, kappaG_eV, rho = 10.0, -5.0, 3e-6
lam, width, lam_rib = 10 * nm, 5 * nm, 50 * nm
kappa = kappa_eV * eV
g0 = -kappaG_eV / kappa_eV
k = 2 * np.pi / lam
k_rib = 2 * np.pi / lam_rib
c0 = np.sqrt(kappa / rho)
f_bulk = c0 * k**2 / (2 * np.pi)
unit_rib = c0 * k_rib**2 / (2 * np.pi)

print(f"bending rigidity kappa = {kappa_eV:.1f} eV")
print(f"Gaussian rigidity kappa_G = {kappaG_eV:.1f} eV, g = {g0:.2f}")
print(f"areal density rho = {rho:.1e} kg/m^2")
print(f"sheet wavelength = {lam/nm:.0f} nm, k = {k*nm:.4f} 1/nm")
print(f"sqrt(kappa/rho) = {c0:.4e} m^2/s")
print(f"bulk frequency = {f_bulk/1e9:.3f} GHz")
print(f"periodic sheet: |mean|/rms of Gaussian density = {gauss_mean_ratio:.1e}")
print(f"largest free-edge condition residual = {max(edge_residuals):.1e}")
print("edge wave: kappa_G (eV), s formula, s numerical, f (GHz), 1/beta (nm)")
for kg in (-2.0, -5.0, -7.0, -15.0):
    g = -kg / kappa_eV
    s = np.sqrt(edge_s2(g))
    s_num = np.sqrt(half_sheet(g)[0])
    depth = 1 / (k * np.sqrt(1 - s)) / nm
    print(f"  {kg:6.1f}  {s:.5f}  {s_num:.5f}  {s*f_bulk/1e9:.3f}  {depth:.2f}")
s_edge = np.sqrt(edge_s2(g0))
print(f"edge wave below bulk by {100*(1-s_edge):.2f} % at kappa_G = {kappaG_eV:.1f} eV")
print(f"short decay length 1/alpha = {1/(k*np.sqrt(1+s_edge))/nm:.3f} nm")
growth = np.sqrt(-s2_unstable) * c0 * k**2
print(f"kappa_G = +2.0 eV: s^2 = {s2_unstable:.4f}, growth = {growth/1e12:.3f} 1/ps")

kW = k_rib * width
print(f"ribbon width = {width/nm:.0f} nm, wavelength = {lam_rib/nm:.0f} nm, kW = {kW:.4f}")
print("ribbon: edges, kappa_G (eV), two lowest frequencies (GHz)")
results = {}
for support, name in enumerate(("free", "supported", "clamped")):
    for kg in (-5.0, -15.0):
        modes = ribbon(kW, -kg / kappa_eV, support) * unit_rib
        results[support, kg] = modes
        print(f"  {name:9s} {kg:6.1f}  {modes[0]/1e9:.4f}  {modes[1]/1e9:.4f}")
for support in (1, 2):
    assert np.allclose(results[support, -5.0], results[support, -15.0], rtol=1e-6)
assert results[0, -15.0][1] / results[0, -5.0][1] > 1.5
f_twist = k_rib * np.sqrt(-24 * kappaG_eV * eV / (rho * width**2)) / (2 * np.pi)
f_bend = unit_rib * np.sqrt(g0 * (2 - g0))
print(f"narrow-ribbon formulas: bending {f_bend/1e9:.4f}, torsion {f_twist/1e9:.4f} GHz")
print(f"torsion ratio, kappa_G -15 to -5 eV = {results[0,-15.0][1]/results[0,-5.0][1]:.4f}")

# ---------- sizes of neglected effects ----------
Y2d, strain, temp = 120.0, 1e-3, 300.0
edge_tension = 0.5 * eV / nm
lattice, gyration = 0.32 * nm, 0.12 * nm
tension = Y2d * strain
t0 = edge_tension / (kappa * k)
t_limit = (1 - g0)**2 / np.sqrt(2)
print(f"rough modulus Y = {Y2d:.0f} N/m, strain = {100*strain:.1f} %, T = {temp:.0f} K")
print(f"tension = {tension:.3f} N/m; kappa k^2 = {kappa*k**2:.3f} N/m")
print(f"tension/bending in omega^2, sheet = {tension/(kappa*k**2):.3f}")
print(f"  same, ribbon bending = {tension/(kappa*g0*(2-g0)*k_rib**2):.2f}")
print(f"  same, ribbon torsion = {tension*width**2/(-24*kappaG_eV*eV):.3f}")
for t in (-t0, t0):
    s_root = brentq(edge_equation, 0.3, 1.0, args=(g0, t))
    s2_num, _ = half_sheet(g0, t)
    assert abs(s2_num - s_root**2) < 1e-5
    print(f"edge tension {t*kappa*k*nm/eV:+.2f} eV/nm: s = {s_root:.5f}")
assert half_sheet(g0, 1.3 * t_limit)[0] > 1 - 1e-9
assert half_sheet(g0, 0.7 * t_limit)[0] < 1
print(f"edge wave lost above edge tension {t_limit*kappa*k*nm/eV:.3f} eV/nm")
d_kappa = const.k * temp * Y2d * thermal_integral / (kappa**2 * k**2)
print(f"thermal stiffening delta kappa/kappa = {d_kappa:.4f}")
print(f"  resulting frequency rise = {100*(np.sqrt(1+d_kappa)-1):.2f} %")
print(f"rough lattice constant = {lattice/nm:.2f} nm, mass gyration radius = {gyration/nm:.2f} nm")
print(f"rotary inertia lowers frequency by {100*(1-1/np.sqrt(1+(k*gyration)**2)):.2f} %")
print(f"lattice discreteness, (ka)^2/12 = {100*(k*lattice)**2/12:.2f} %")
print(f"h f_bulk/(k_B T) = {const.h*f_bulk/(const.k*temp):.5f}")
print("success")
```

Printed output:

```
bending rigidity kappa = 10.0 eV
Gaussian rigidity kappa_G = -5.0 eV, g = 0.50
areal density rho = 3.0e-06 kg/m^2
sheet wavelength = 10 nm, k = 0.6283 1/nm
sqrt(kappa/rho) = 7.3079e-07 m^2/s
bulk frequency = 45.917 GHz
periodic sheet: |mean|/rms of Gaussian density = 2.7e-17
largest free-edge condition residual = 1.2e-08
edge wave: kappa_G (eV), s formula, s numerical, f (GHz), 1/beta (nm)
    -2.0  0.78093  0.78093  35.858  3.40
    -5.0  0.97832  0.97832  44.922  10.81
    -7.0  0.99810  0.99810  45.830  36.53
   -15.0  0.99670  0.99670  45.766  27.72
edge wave below bulk by 2.17 % at kappa_G = -5.0 eV
short decay length 1/alpha = 1.132 nm
kappa_G = +2.0 eV: s^2 = -1.0066, growth = 0.289 1/ps
ribbon width = 5 nm, wavelength = 50 nm, kW = 0.6283
ribbon: edges, kappa_G (eV), two lowest frequencies (GHz)
  free        -5.0  1.5989  10.2739
  free       -15.0  1.6140  17.5075
  supported   -5.0  47.7538  185.5051
  supported  -15.0  47.7538  185.5051
  clamped     -5.0  105.1096  288.2989
  clamped    -15.0  105.1096  288.2989
narrow-ribbon formulas: bending 1.5906, torsion 10.1262 GHz
torsion ratio, kappa_G -15 to -5 eV = 1.7041
rough modulus Y = 120 N/m, strain = 0.1 %, T = 300 K
tension = 0.120 N/m; kappa k^2 = 0.633 N/m
tension/bending in omega^2, sheet = 0.190
  same, ribbon bending = 6.32
  same, ribbon torsion = 0.156
edge tension -0.50 eV/nm: s = 0.95629
edge tension +0.50 eV/nm: s = 0.99310
edge wave lost above edge tension 1.111 eV/nm
thermal stiffening delta kappa/kappa = 0.0293
  resulting frequency rise = 1.45 %
rough lattice constant = 0.32 nm, mass gyration radius = 0.12 nm
rotary inertia lowers frequency by 0.28 %
lattice discreteness, (ka)^2/12 = 0.34 %
h f_bulk/(k_B T) = 0.00735
success
```
